# The positronium ground-state splitting from exchange and annihilation

## Problem

Positronium is an electron bound to a positron. In its lowest level ($n=1$, $L=0$) the total spin is either $S=1$ (triplet) or $S=0$ (singlet).

(a) Use the two-body Breit Hamiltonian to find the triplet-minus-singlet splitting caused by magnetic interaction.

(b) Find the further splitting caused by virtual annihilation into one photon, a process absent from the exchange interaction in (a).

(c) Show that the sum is $(1/3+1/4)\,m\alpha^4c^2$ to leading order in $\alpha$. Evaluate it and compare it with the measured value, about $2.0\times10^2$ GHz.

SI units are used; $m$ is the electron mass, $e>0$, and $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$. The spins $\mathbf s_1$ (electron) and $\mathbf s_2$ (positron) include the factor $\hbar$. Both particles have $g=2$.

## Hints

1. For $L=0$, both contributions to the splitting are proportional to $|\psi(0)|^2$, so begin there. The reduced mass is $m/2$.
2. Ask which Breit terms can distinguish $S=1$ from $S=0$ when $L=0$.
3. Average the field of a point dipole over a spherical density, keeping the delta function at the origin.
4. For annihilation, use second-order perturbation theory with both time orderings. A pair at rest has energy $2mc^2$, but a photon of zero momentum has zero energy.
5. A photon has two transverse polarizations, while the triplet has three states. The Coulomb interaction supplies what is missing.

## Solution

### Density at contact

Write the ground state as $\psi=Ne^{-r/a}$, so that $u=r\psi$ satisfies

$$
-\frac{\hbar^2}{m}u''-\frac{\alpha\hbar c}{r}u=\mathcal E u ,
$$

where $\hbar^2/m$ is $\hbar^2/2$ divided by the reduced mass. Since $u''=N(-2/a+r/a^2)e^{-r/a}$, cancelling the terms without a factor $r$ requires $2\hbar^2/(ma)=\alpha\hbar c$. Hence

$$
a=\frac{2\hbar}{m\alpha c}.
$$

Normalization gives $1=4\pi N^2\int_0^\infty r^2e^{-2r/a}dr=\pi a^3N^2$, and so

$$
|\psi(0)|^2=\frac1{\pi a^3}=\frac{m^3\alpha^3c^3}{8\pi\hbar^3}. \tag{1}
$$

### (a) Magnetic exchange

Besides the Coulomb problem, the Breit Hamiltonian contains three groups of terms:

- The kinetic correction, Darwin and orbit-orbit terms do not contain spin. They shift triplet and singlet equally.
- The spin-orbit terms contain $\mathbf r\times\mathbf p$, which gives zero on a wave function depending on $r$ alone.
- The spin-spin term is the energy $-\boldsymbol\mu_1\cdot\mathbf B_2$ of one magnetic moment in the field of the other.

To first order, the last term alone splits the level. The vector potential of the second moment is $\mathbf A=(\mu_0/4\pi)\nabla\times(\boldsymbol\mu_2/r)$. Taking another curl, with $\nabla\times\nabla\times=\nabla(\nabla\cdot)-\nabla^2$, gives

$$
\mathbf B_2=\frac{\mu_0}{4\pi}\left[\nabla\left(\boldsymbol\mu_2\cdot\nabla\frac1r\right)-\boldsymbol\mu_2\nabla^2\frac1r\right].
$$

Now average over the spherical density $|\psi|^2$. The off-diagonal derivatives $\partial_i\partial_j(1/r)$ average to zero, and the three diagonal ones are equal. Their sum is $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, so each contributes $-\frac{4\pi}{3}\delta^3(\mathbf r)$. Therefore

$$
\langle\mathbf B_2\rangle=\frac{\mu_0}{4\pi}\left(-\frac{4\pi}{3}+4\pi\right)\boldsymbol\mu_2|\psi(0)|^2
=\frac{2\mu_0}{3}\boldsymbol\mu_2|\psi(0)|^2 .
$$

With $g=2$, the moments are $\boldsymbol\mu_1=-(e/m)\mathbf s_1$ and $\boldsymbol\mu_2=+(e/m)\mathbf s_2$. Their opposite signs cancel the minus sign in $-\boldsymbol\mu_1\cdot\mathbf B_2$:

$$
\langle H_{ss}\rangle=\frac{2\mu_0e^2}{3m^2}\langle\mathbf s_1\cdot\mathbf s_2\rangle|\psi(0)|^2 .
$$

From $\mathbf S^2=(\mathbf s_1+\mathbf s_2)^2$,

$$
\langle\mathbf s_1\cdot\mathbf s_2\rangle=\frac{\hbar^2}{2}\left[S(S+1)-\frac32\right],
$$

which is $+\hbar^2/4$ for the triplet and $-3\hbar^2/4$ for the singlet. The difference is $\hbar^2$. Using $\mu_0e^2=4\pi\alpha\hbar/c$ and (1),

$$
E_{\rm ex}=\frac{2}{3m^2}\,\frac{4\pi\alpha\hbar^3}{c}\,\frac{m^3\alpha^3c^3}{8\pi\hbar^3}
=\frac13m\alpha^4c^2. \tag{2}
$$

The triplet is higher: parallel spins mean antiparallel moments, which cost energy when the particles overlap.

### (b) Virtual annihilation

**The current.** The Dirac current operator is $\mathbf j=-ec\,\Psi^\dagger\boldsymbol\alpha\Psi$, where the matrices $\boldsymbol\alpha$ have the Pauli matrices $\boldsymbol\sigma$ in their off-diagonal blocks. Typical momenta are of order $m\alpha c$, so at leading order the spinors may be taken at rest (the slowly falling high-momentum tail of the wave function makes the error of relative order $\alpha$, not $\alpha^2$): $u=(\chi,0)$ for the electron and $v=(0,\eta)$ for the positron. The pair-to-vacuum amplitude is then proportional to

$$
\mathbf a=v^\dagger\boldsymbol\alpha u=\eta^\dagger\boldsymbol\sigma\chi .
$$

A positron is a missing negative-energy electron, so its spin is opposite to that of $\eta$. Take $\eta_\uparrow=|\downarrow\rangle$ and $\eta_\downarrow=-|\uparrow\rangle$. The relative minus sign makes the singlet amplitude vanish, as it must: a state without a preferred direction cannot produce a vector. Writing the electron spin first,

$$
\begin{aligned}
\mathbf a_{\uparrow\uparrow}&=\langle\downarrow|\boldsymbol\sigma|\uparrow\rangle=(1,i,0),\\
\mathbf a_{\downarrow\downarrow}&=-\langle\uparrow|\boldsymbol\sigma|\downarrow\rangle=(-1,i,0),\\
\mathbf a_{\uparrow\downarrow}&=-\langle\uparrow|\boldsymbol\sigma|\uparrow\rangle=(0,0,-1),\\
\mathbf a_{\downarrow\uparrow}&=\langle\downarrow|\boldsymbol\sigma|\downarrow\rangle=(0,0,-1).
\end{aligned}
$$

The combination $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ gives $(0,0,-\sqrt2)$, while $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ gives zero. Each triplet state thus has $|\mathbf a|^2=2$, and the three vectors are mutually orthogonal.

In a normalization volume $V$, the bound state is a sum of pairs with momenta $\mathbf p,-\mathbf p$ and amplitudes $\phi(\mathbf p)$. Since $\sum_{\mathbf p}\phi(\mathbf p)=\sqrt V\,\psi(0)$, the integrated current has matrix element $\sqrt V\,\mathbf J$, with

$$
\mathbf J=-ec\,\psi(0)\mathbf a,\qquad
|\mathbf J|^2=2e^2c^2|\psi(0)|^2\quad\text{(triplet)}. \tag{3}
$$

**Transverse photons.** Let the atom have a small total wavevector $\mathbf K$, to be sent to zero, and let $E=2mc^2$. Binding changes $E$ by a relative amount of order $\alpha^2$, which is neglected. The coupling is $-\int\mathbf j\cdot\mathbf A\,d^3x$. A photon mode has field amplitude $\sqrt{\hbar/(2\varepsilon_0\omega V)}$, so $V$ cancels, and the squared coupling, summed over polarizations, is $\hbar|\mathbf J_T|^2/(2\varepsilon_0\omega)$. Here $\mathbf J_T$ is the part of $\mathbf J$ perpendicular to $\mathbf K$.

There are two time orderings:

- The pair annihilates first. The intermediate state is one photon, with energy denominator $E-\hbar\omega$.
- A new pair and a photon appear first, and the old pair then annihilates by absorbing the photon. The denominator is $E-(2E+\hbar\omega)=-(E+\hbar\omega)$.

Pair operators are products of two fermion operators, so exchanging their order introduces no extra sign. The sum is

$$
\frac{\hbar|\mathbf J_T|^2}{2\varepsilon_0\omega}
\left[\frac1{E-\hbar\omega}-\frac1{E+\hbar\omega}\right]
=\frac{\hbar^2|\mathbf J_T|^2}{\varepsilon_0(E^2-\hbar^2\omega^2)} ,
$$

because the bracket equals $2\hbar\omega/(E^2-\hbar^2\omega^2)$. The first ordering pushes the pair up and the second pushes it down. Each term alone grows as $1/\omega$ for small $\omega$; these parts cancel, and the finite remainder is positive because $E>\hbar\omega$. As $K\to0$, $\omega=cK\to0$. The photon is virtual, since its energy cannot match $E$.

**Coulomb part.** The pair also has a charge amplitude $\rho$. The Coulomb energy contains a factor $\frac12$, which is cancelled because either of its two charge densities can annihilate the pair. The contribution is $|\rho|^2/(\varepsilon_0K^2)$. The amplitudes vary as $e^{i\mathbf K\cdot\mathbf x-iEt/\hbar}$, so charge conservation, $\partial\rho/\partial t+\nabla\cdot\mathbf j=0$, gives $E\rho=\hbar\mathbf K\cdot\mathbf J$. Hence

$$
\frac{|\rho|^2}{\varepsilon_0K^2}
=\frac{\hbar^2|\hat{\mathbf K}\cdot\mathbf J|^2}{\varepsilon_0E^2}.
$$

This remains finite as $K\to0$ and supplies the component of $\mathbf J$ along $\mathbf K$. Without it, one triplet state would not shift, and which state that is would depend on the direction from which $\mathbf K$ approached zero.

**Sum.** Adding the two parts, with $E=2mc^2$ and (3),

$$
E_{\rm ann}=\frac{\hbar^2|\mathbf J|^2}{\varepsilon_0E^2}
=\frac{2e^2c^2\hbar^2}{4\varepsilon_0m^2c^4}|\psi(0)|^2
=\frac{e^2\hbar^2}{2\varepsilon_0m^2c^2}|\psi(0)|^2 .
$$

Since $e^2/\varepsilon_0=4\pi\alpha\hbar c$, equation (1) gives

$$
E_{\rm ann}=\frac{2\pi\alpha\hbar^3}{m^2c}\,\frac{m^3\alpha^3c^3}{8\pi\hbar^3}
=\frac14m\alpha^4c^2. \tag{4}
$$

The singlet has $\mathbf J=0$ and does not shift, so (4) is also a contribution to the splitting.

### (c) Total and comparison

Adding (2) and (4),

$$
\Delta E=\left(\frac13+\frac14\right)m\alpha^4c^2=\frac7{12}m\alpha^4c^2 .
$$

The numerical check builds the same sum from a radial diagonalization and explicit Dirac spinors. It obtains 0.58333 in units of $m\alpha^4c^2$, in agreement with $7/12$.

For positronium, $a=1.058\times10^{-10}$ m and $|\psi(0)|^2=2.685\times10^{29}$ m$^{-3}$. The frequency unit is $m\alpha^4c^2/h=350.377$ GHz, so

$$
\frac{E_{\rm ex}}h=\frac{350.377}{3}\ \text{GHz}=116.8\ \text{GHz},\qquad
\frac{E_{\rm ann}}h=\frac{350.377}{4}\ \text{GHz}=87.6\ \text{GHz}.
$$

The total is 204.4 GHz, or 0.845 meV. Exchange alone gives $\frac13/\frac7{12}=\frac47$, or 57%, of this total, so annihilation is a major contribution.

To two figures the calculated total agrees with the measured $2.0\times10^2$ GHz, whereas exchange alone, $1.2\times10^2$ GHz, does not. The derivation omits corrections of relative order $\alpha$, including those to the magnetic moments and annihilation through two photons. Such terms are of order $\alpha\times204$ GHz $\approx1.5$ GHz. They are not calculated here and are smaller than the $\pm5$ GHz resolution of a two-figure value, so the last digits of 204.4 GHz belong to the leading-order formula only.

## Variation 1: two different particles

*Let the particles have spin $\frac12$, charges $\pm e$, masses $m_1$ and $m_2$, and $g=2$, and suppose that they cannot annihilate. What is the splitting?*

The moments now have magnitudes $e s_1/m_1$ and $e s_2/m_2$, so $m^2$ in the exchange interaction becomes $m_1m_2$. With reduced mass $m_r=m_1m_2/(m_1+m_2)$, the Bohr radius is $\hbar/(m_r\alpha c)$ and $|\psi(0)|^2=(m_r\alpha c/\hbar)^3/\pi$. Therefore

$$
\Delta E=\frac{2}{3m_1m_2}\,\frac{4\pi\alpha\hbar^3}{c}\,\frac{m_r^3\alpha^3c^3}{\pi\hbar^3}
=\frac83\,\frac{m_r^3}{m_1m_2}\,\alpha^4c^2 .
$$

For $m_1=m_2=m$, $m_r^3=m^3/8$ and the exchange result $m\alpha^4c^2/3$ returns. For $m_2\gg m_1$, the splitting tends to $\frac83(m_1/m_2)m_1\alpha^4c^2$: a heavy particle has a small magnetic moment.

## Variation 2: the 2S level

*What is the leading-order splitting of positronium in the 2S state?*

The wave function is

$$
\psi_{2S}=\frac1{\sqrt{8\pi a^3}}\left(1-\frac r{2a}\right)e^{-r/2a}.
$$

To check that it solves the Coulomb problem, set $p=r-r^2/(2a)$ and $u=pe^{-r/2a}$, omitting the normalization. Then

$$
u''=\left(p''-\frac{p'}a+\frac p{4a^2}\right)e^{-r/2a},\qquad
p''-\frac{p'}a=-\frac2a+\frac r{a^2}=-\frac{2p}{ar},
$$

so $u''+2u/(ar)=u/(4a^2)$, which is the radial equation. With $x=r/a$, the norm is $\frac12\int_0^\infty x^2(1-x+x^2/4)e^{-x}dx=\frac12(2-6+6)=1$.

Thus $|\psi_{2S}(0)|^2=1/(8\pi a^3)$, one eighth of the ground-state value. The state still has $L=0$, and both interactions remain proportional to the contact density with unchanged coefficients. Hence

$$
\Delta E_{2S}=\frac18\,\frac7{12}m\alpha^4c^2=\frac7{96}m\alpha^4c^2 ,
$$

which corresponds to $204.4/8\approx25.5$ GHz at this order.

## Computed results

```
INPUTS
fine-structure constant = 0.007297353 (dimensionless)
inverse fine-structure constant = 137.035999 (dimensionless)
electron mass = 9.109384e-31 kg
measured splitting, rounded = 203.4 GHz
NUMERICAL TESTS
radial ground energy = -0.249998 hartree
numerical / exact contact density = 0.999987
smeared-dipole contact factor = 0.666552 (dimensionless)
exchange, triplet = 0.166667 e^2/m^2 (natural)
exchange, singlet = -0.500000 e^2/m^2 (natural)
annihilation, triplet = 0.500000 e^2/m^2 (natural)
annihilation, singlet = 0.000000 e^2/m^2 (natural)
transverse photons only, triplet eigenvalues = 0.0000, 0.5000, 0.5000 e^2/m^2 (natural)
two-mode shift, diagonalized = 1.534497e-05 (model energy)
two-mode shift, two orderings = 1.534527e-05 (model energy)
assembled exchange = 0.333329 m alpha^4 c^2
assembled annihilation = 0.249997 m alpha^4 c^2
assembled total = 0.583326 m alpha^4 c^2
exact fraction 7/12 = 0.583333 (dimensionless)
POSITRONIUM
Bohr radius of positronium = 1.058354e-10 m
contact density = 2.685077e+29 m^-3
m alpha^4 c^2 / h = 350.377 GHz
exchange contribution = 116.792 GHz
annihilation contribution = 87.594 GHz
total splitting = 204.387 GHz
total splitting = 0.845275 meV
theory minus measured = 0.99 GHz
difference / theory = 0.48 percent
relative difference / alpha = 0.66
exchange alone / measured = 0.574
```
